# Scharfetter–Gummel current between mesh points and its zero at equilibrium: verification in Python

```python
"""Scharfetter-Gummel electron current on a mesh interval of length h:
    J = (q D / h) [ B(d) n_right - B(-d) n_left ],   B(z) = z / (exp(z) - 1)
d = (psi_right - psi_left) / VT, VT = kT/q, D = mu VT, q > 0,
psi = electrostatic potential, n = electron density, mu = mobility.
Claim: J = 0 exactly when n_right = n_left exp(d) (Boltzmann equilibrium).
Lengths are in cm inside the formulas, so J is in A/cm^2.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.special import expit

q = const.e
T = 300.0
VT = const.k * T / q
mu = 300.0
D = mu * VT
NM = 1e-7  # one nanometre in cm


def bernoulli(z):
    z = np.asarray(z, dtype=float)
    safe = np.where(z == 0, 1.0, z)
    return np.where(z == 0, 1.0, safe / np.expm1(safe))


def sg_weights(d):
    return bernoulli(d), bernoulli(-d)


def central_weights(d):
    return 1 - d / 2, 1 + d / 2


def edge_current(n_left, n_right, d, h, weights=sg_weights):
    right, left = weights(d)
    return q * D / h * (right * n_right - left * n_left)


def solve_chain(x, psi, n_first, n_last, weights):
    """Densities that make the current equal on all edges."""
    h = np.diff(x)
    right, left = weights(np.diff(psi) / VT)
    right, left = right / h, left / h
    size = len(x)
    matrix = np.eye(size)
    rhs = np.zeros(size)
    rhs[0], rhs[-1] = n_first, n_last
    for i in range(1, size - 1):
        matrix[i, i - 1] = left[i - 1]
        matrix[i, i] = -left[i] - right[i - 1]
        matrix[i, i + 1] = right[i]
    return np.linalg.solve(matrix, rhs)


# ---- Single edge: equilibrium -------------------------------------------
h = 2 * NM
step = 0.1
d = step / VT
n_left = 1e17
n_eq = n_left * np.exp(d)
scale = q * D / h * n_left
one_term = scale * float(bernoulli(-d))
j_eq = float(edge_current(n_left, n_eq, d, h))
assert abs(j_eq) < 1e-13 * one_term
d_many = np.linspace(-40, 40, 161)
b_right, b_left = sg_weights(d_many)
assert np.max(np.abs(b_right * np.exp(d_many) / b_left - 1)) < 1e-13
j_central = float(edge_current(n_left, n_eq, d, h, central_weights))
assert abs(j_central) > one_term

# ---- Single edge: current against integration of the transport equation --
phi_step = 1e-3
n_right = n_left * np.exp((step - phi_step) / VT)
j_sg = float(edge_current(n_left, n_right, d, h))
slope = step / h
electron = solve_ivp(
    lambda x, n: (j_sg + q * mu * n * slope) / (q * D), (0, h), [n_left],
    t_eval=[h / 2, h], method="DOP853", rtol=1e-11, atol=1e3)
assert electron.success
assert abs(electron.y[0, -1] / n_right - 1) < 1e-7
n_mid = n_left + (n_right - n_left) * np.expm1(d / 2) / np.expm1(d)
assert abs(electron.y[0, 0] / n_mid - 1) < 1e-7
j_phi = one_term * np.expm1(-phi_step / VT)
assert abs(j_phi / j_sg - 1) < 1e-10 and j_sg < 0
assert edge_current(n_left, n_left * np.exp((step + phi_step) / VT), d, h) > 0

# Holes: J = -q mu p psi' - q D p'
p_left, p_right = 1e17, 3e16
j_hole = float(-q * D / h * (bernoulli(-d) * p_right - bernoulli(d) * p_left))
hole = solve_ivp(
    lambda x, p: -(j_hole + q * mu * p * slope) / (q * D), (0, h), [p_left],
    method="DOP853", rtol=1e-11, atol=1e3)
assert hole.success and abs(hole.y[0, -1] / p_right - 1) < 1e-7

# ---- Limits, and weights that share the equilibrium zero -----------------
j_drift = -q * mu * n_left * slope
assert abs(edge_current(n_left, n_left, d, h) / j_drift - 1) < 1e-12
j_diff = q * D * (n_right - n_left) / h
assert abs(edge_current(n_left, n_right, 1e-9, h) / j_diff - 1) < 1e-7
j_up = -q * mu * n_left * (40 * VT) / h
assert abs(edge_current(n_left, 5 * n_left, 40.0, h) / j_up - 1) < 1e-12


def exponential_weights(z):
    return np.exp(-z / 2), np.exp(z / 2)


j_other_eq = edge_current(n_left, n_eq, d, h, exponential_weights)
assert abs(j_other_eq) < 1e-12 * one_term
drift_ratio = edge_current(n_left, n_left, d, h, exponential_weights) / j_drift
assert drift_ratio > 1.5

# ---- Three-node barrier: central differences give a negative density -----
x3 = np.array([0.0, 2.0, 4.0]) * NM
psi3 = np.array([0.0, -step, 0.0])
mid_sg = solve_chain(x3, psi3, n_left, n_left, sg_weights)[1]
mid_central = solve_chain(x3, psi3, n_left, n_left, central_weights)[1]
assert abs(mid_sg / (n_left * np.exp(-d)) - 1) < 1e-12
assert mid_central < 0

# ---- Nonuniform chain: equilibrium and bias ------------------------------
x_nm = np.array([0.0, 3.0, 5.0, 9.0, 12.0, 20.0])
x = x_nm * NM
psi = np.array([0.0, -0.05, -0.15, -0.12, 0.03, 0.0])
boltzmann = n_left * np.exp((psi - psi[0]) / VT)
n_chain = solve_chain(x, psi, n_left, boltzmann[-1], sg_weights)
chain_error = np.max(np.abs(n_chain / boltzmann - 1))
assert chain_error < 1e-11
bias = 0.05
n_end = boltzmann[-1] * np.exp(-bias / VT)
n_bias = solve_chain(x, psi, n_left, n_end, sg_weights)
j_edges = edge_current(n_bias[:-1], n_bias[1:], np.diff(psi) / VT, np.diff(x))
resistance = sum(
    quad(lambda s: np.exp(-np.interp(s, x_nm, psi) / VT), a, b,
         epsabs=0, epsrel=1e-11)[0] for a, b in zip(x_nm[:-1], x_nm[1:])) * NM
j_exact = q * D * (n_end * np.exp(-psi[-1] / VT)
                   - n_left * np.exp(-psi[0] / VT)) / resistance
assert np.all(n_bias > 0)
assert np.max(np.abs(j_edges / j_exact - 1)) < 1e-8

# ---- Curved potential: u = psi/VT = g x + c x^2/2, x in nm ----------------
g, c = 0.1, 0.02
curve_errors = []
for length in (2.0, 1.0):
    true_integral = quad(lambda s: np.exp(-g * s - c * s**2 / 2), 0, length,
                         epsabs=0, epsrel=1e-12)[0]
    d_curve = g * length + c * length**2 / 2
    j_true = (2 * np.exp(-d_curve) - 1) / true_integral
    right, left = sg_weights(d_curve)
    j_mesh = (2 * right - left) / length
    curve_errors.append(float(j_mesh / j_true - 1))
    assert abs(curve_errors[-1] / (c * length**2 / 12) - 1) < 0.01

# ---- Degenerate electrons: equilibrium density is not Boltzmann ----------


def fermi_half(eta):
    # energy = y^2 removes the square-root endpoint
    value = quad(lambda y: 2 * y**2 * expit(eta - y**2), 0, 8,
                 epsabs=0, epsrel=1e-10)[0]
    return 2 / np.sqrt(np.pi) * value


def false_fraction(eta):
    """False edge current divided by the size of its left-node term."""
    right, left = sg_weights(d)
    a, b = fermi_half(eta), fermi_half(eta + d)
    return float((right * b - left * a) / (left * a))


eta_left = -1.0
degenerate = false_fraction(eta_left)
dilute = false_fraction(-12.0)
assert degenerate < -0.1 and abs(dilute) < 1e-3

# ---- Hard-wall box, flat potential: Schrodinger density ------------------
box_nm, points, mass_ratio = 10.0, 199, 0.3
dx_nm = box_nm / (points + 1)
mass = mass_ratio * const.m_e
kinetic = const.hbar**2 / (2 * mass * (dx_nm * 1e-9)**2) / (const.k * T)
energy, states = eigh_tridiagonal(np.full(points, 2 * kinetic),
                                  np.full(points - 1, -kinetic))
density = states**2 @ np.exp(-(energy - energy[0]))
i1, i2 = round(1 / dx_nm) - 1, round(2 / dx_nm) - 1
quantum_ratio = density[i2] / density[i1]
a_wall = 2 * mass * const.k * T * 1e-18 / const.hbar**2
wall_ratio = np.expm1(-4 * a_wall) / np.expm1(-a_wall)
assert abs(quantum_ratio / wall_ratio - 1) < 5e-3
j_quantum = float(edge_current(n_left, n_left * quantum_ratio, 0.0, NM))
assert j_quantum > 0.5 * q * D * n_left / NM

# ---- Floating-point evaluation of B near zero ----------------------------
mp.mp.dps = 40
tiny = 1e-12
reference = mp.mpf(tiny) / mp.expm1(mp.mpf(tiny))
naive_error = float(abs(tiny / (np.exp(tiny) - 1) / reference - 1))
stable_error = float(abs(float(bernoulli(tiny)) / reference - 1))
assert stable_error < 1e-15 and naive_error > 1e-6

print(f"temperature: {T:.0f} K")
print(f"thermal voltage VT: {VT:.6f} V")
print(f"mobility: {mu:.0f} cm^2/(V s)")
print(f"diffusion coefficient D: {D:.4f} cm^2/s")
print(f"edge length h: {h / NM:.1f} nm")
print(f"potential step: {step:.3f} V")
print(f"scaled step d: {d:.4f} (no unit)")
print(f"B(d): {float(bernoulli(d)):.5f} (no unit)")
print(f"B(-d): {float(bernoulli(-d)):.5f} (no unit)")
print(f"left density: {n_left:.3e} cm^-3")
print(f"equilibrium right density: {n_eq:.4e} cm^-3")
print(f"prefactor q D n_left / h: {scale:.4e} A/cm^2")
print(f"size of each SG term at equilibrium: {one_term:.4e} A/cm^2")
print(f"SG equilibrium residual / one term: {abs(j_eq) / one_term:.1e}")
print(f"central-difference equilibrium current: {j_central:.4e} A/cm^2")
print(f"quasi-Fermi step: {phi_step * 1e3:.1f} mV")
print(f"right density with this step: {n_right:.4e} cm^-3")
print(f"density at edge midpoint with this step: {n_mid:.4e} cm^-3")
print(f"SG current with this step: {j_sg:.4e} A/cm^2")
print(f"same current, converted: {j_sg * 1e-5:.4f} mA/um^2")
print(f"false central / SG current, magnitudes: {abs(j_central / j_sg):.1f}")
print(f"exponential weights, drift / true drift: {drift_ratio:.4f}")
print(f"barrier middle density, SG: {mid_sg:.4e} cm^-3")
print(f"barrier middle density, central: {mid_central:.4e} cm^-3")
print("chain nodes (nm):", " ".join(f"{v:.0f}" for v in x_nm))
print("chain potentials (V):", " ".join(f"{v:.2f}" for v in psi))
print("equilibrium densities (cm^-3):", " ".join(f"{v:.3e}" for v in n_chain))
print(f"largest relative deviation from Boltzmann: {chain_error:.1e}")
print(f"chain bias: {bias * 1e3:.0f} mV")
print("biased densities (cm^-3):", " ".join(f"{v:.3e}" for v in n_bias))
print(f"chain current, SG: {j_edges[0]:.5e} A/cm^2")
print(f"chain current, quadrature: {j_exact:.5e} A/cm^2")
print(f"curved case, slope of u at left node: {g:.2f} nm^-1")
print(f"curved case, curvature of u: {c:.2f} nm^-2")
print(f"curvature error at h = 2 nm: {100 * curve_errors[0]:.4f} %")
print(f"curvature error at h = 1 nm: {100 * curve_errors[1]:.4f} %")
print(f"Fermi-Dirac reduced level, left node: {eta_left:.1f} (no unit)")
print(f"false current / left term, degenerate: {degenerate:.4f}")
print(f"false current / left term, level -12: {dilute:.2e}")
print(f"box width: {box_nm:.0f} nm; mass: {mass_ratio:.1f} m_e")
print(f"quantum density ratio n(2 nm)/n(1 nm): {quantum_ratio:.4f}")
print(f"same ratio, single-wall formula: {wall_ratio:.4f}")
print(f"false SG current, n(1 nm) = left density: {j_quantum:.4e} A/cm^2")
print(f"argument for rounding test of B: {tiny:.0e} (no unit)")
print(f"relative error of B, direct exp(z)-1: {naive_error:.1e}")
print(f"relative error of B, expm1: {stable_error:.1e}")
print("done: every assertion held")
```

Running it gives:

```
temperature: 300 K
thermal voltage VT: 0.025852 V
mobility: 300 cm^2/(V s)
diffusion coefficient D: 7.7556 cm^2/s
edge length h: 2.0 nm
potential step: 0.100 V
scaled step d: 3.8682 (no unit)
B(d): 0.08256 (no unit)
B(-d): 3.95073 (no unit)
left density: 1.000e+17 cm^-3
equilibrium right density: 4.7855e+18 cm^-3
prefactor q D n_left / h: 6.2129e+05 A/cm^2
size of each SG term at equilibrium: 2.4546e+06 A/cm^2
SG equilibrium residual / one term: 1.6e-16
central-difference equilibrium current: -2.9595e+07 A/cm^2
quasi-Fermi step: 1.0 mV
right density with this step: 4.6039e+18 cm^-3
density at edge midpoint with this step: 6.6884e+17 cm^-3
SG current with this step: -9.3134e+04 A/cm^2
same current, converted: -0.9313 mA/um^2
false central / SG current, magnitudes: 317.8
exponential weights, drift / true drift: 1.7510
barrier middle density, SG: 2.0897e+15 cm^-3
barrier middle density, central: -3.1836e+16 cm^-3
chain nodes (nm): 0 3 5 9 12 20
chain potentials (V): 0.00 -0.05 -0.15 -0.12 0.03 0.00
equilibrium densities (cm^-3): 1.000e+17 1.446e+16 3.021e+14 9.640e+14 3.191e+17 1.000e+17
largest relative deviation from Boltzmann: 6.1e-14
chain bias: 50 mV
biased densities (cm^-3): 1.000e+17 1.434e+16 2.572e+14 1.865e+14 4.740e+16 1.446e+16
chain current, SG: -1.04364e+03 A/cm^2
chain current, quadrature: -1.04364e+03 A/cm^2
curved case, slope of u at left node: 0.10 nm^-1
curved case, curvature of u: 0.02 nm^-2
curvature error at h = 2 nm: 0.6687 %
curvature error at h = 1 nm: 0.1668 %
Fermi-Dirac reduced level, left node: -1.0 (no unit)
false current / left term, degenerate: -0.7293
false current / left term, level -12: -1.02e-04
box width: 10 nm; mass: 0.3 m_e
quantum density ratio n(2 nm)/n(1 nm): 3.0242
same ratio, single-wall formula: 3.0244
false SG current, n(1 nm) = left density: 2.5153e+06 A/cm^2
argument for rounding test of B: 1e-12 (no unit)
relative error of B, direct exp(z)-1: 8.9e-05
relative error of B, expm1: 4.4e-17
done: every assertion held
```
